# Density kernel and Chebyshev recursion in a nonorthogonal basis: a numerical check

The molecular numbers use the small basis 6-31G, so they illustrate the point and are not converged values.

```python
"""
Result under test: for Hermitian H and positive definite overlap S, the matrix
A = S^-1 H is diagonalizable with real eigenvalues, the density kernel is
K = f(A) S^-1, and K is obtained by a Chebyshev recursion in the nonsymmetric A.
Symbols: f = Fermi function with chemical potential mu and thermal energy kT;
X = (A - b)/a maps the interval [b-a, b+a] to [-1, 1]; T_k = Chebyshev
polynomial; G_k = T_k(X) S^-1; c_k = Chebyshev coefficients of f.
Energies are in hartree and lengths in bohr.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.fft import dct
from scipy.linalg import eigh, expm, solve
from scipy.optimize import brentq
from scipy.special import expit
from pyscf import gto, scf

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
HARTREE_K = physical_constants["hartree-kelvin relationship"][0]


def fermi(energy, mu, kT):
    return expit((mu - energy) / kT)


def fermi_by_exponential(A, mu, kT):
    """Fermi function of a general matrix, without any diagonalization."""
    one = np.eye(len(A))
    return np.linalg.inv(one + expm((A - mu * one) / kT))


def chebyshev_stack(X, start, order):
    """All matrices T_k(X) @ start for k = 0..order, by the recursion."""
    stack = np.empty((order + 1,) + X.shape)
    stack[0] = start
    stack[1] = X @ start
    for k in range(1, order):
        stack[k + 1] = 2 * X @ stack[k] - stack[k - 1]
    return stack


def chebyshev_coefficients(mu, kT, a, b, points=2**16):
    theta = np.pi * (np.arange(points) + 0.5) / points
    c = dct(fermi(b + a * np.cos(theta), mu, kT), type=2) / points
    c[0] /= 2
    return c


def coefficient_tails(c):
    """Entry n is the sum of |c_k| over k > n."""
    return np.append(np.cumsum(np.abs(c)[::-1])[::-1][1:], 0.0)


def order_for(tails, target):
    return int(np.argmax(tails <= target))


# ---- Kernel against the operator definition, complex vectors in a larger space
rng = np.random.default_rng(7)
space, functions = 12, 5
Phi = rng.normal(size=(space, functions)) + 1j * rng.normal(size=(space, functions))
h = rng.normal(size=(space, space)) + 1j * rng.normal(size=(space, space))
h = (h + h.conj().T) / 4
Q, _ = np.linalg.qr(Phi)
e_q, U_q = np.linalg.eigh(Q.conj().T @ h @ Q)
orbitals = Q @ U_q
operator = (orbitals * fermi(e_q, 0.2, 1.0)) @ orbitals.conj().T
S_c = Phi.conj().T @ Phi
A_c = np.linalg.solve(S_c, Phi.conj().T @ h @ Phi)
K_c = fermi_by_exponential(A_c, 0.2, 1.0) @ np.linalg.inv(S_c)
operator_error = np.abs(Phi @ K_c @ Phi.conj().T - operator).max()
assert operator_error < 1e-10
assert np.abs(np.linalg.eigvals(A_c).imag).max() < 1e-10
assert np.abs(A_c - A_c.conj().T).max() > 1e-2
print(f"Complex test: largest error of density operator = {operator_error:.1e}")

# ---- Two-function model for hand calculation
S2 = np.array([[1.0, 0.5], [0.5, 1.0]])
H2 = np.array([[-1.0, -1.0], [-1.0, 0.0]])
kT2 = 0.5
A2 = np.linalg.solve(S2, H2)
e2, C2 = eigh(H2, S2)
K2 = (C2 * fermi(e2, 0.0, kT2)) @ C2.T
K2_formula = fermi_by_exponential(A2, 0.0, kT2) @ np.linalg.inv(S2)
level = 2 / np.sqrt(3)
K2_closed = 0.5 * (np.eye(2) - np.tanh(level / (2 * kT2)) / level * A2) @ np.linalg.inv(S2)
assert np.allclose(K2, K2_formula, atol=1e-12)
assert np.allclose(K2, K2_closed, atol=1e-12)
assert np.allclose(e2, [-level, level], atol=1e-12)
print(f"Model kT = {kT2:.2f} hartree, mu = 0 hartree")
print(f"Model A, row 1 (hartree): {A2[0, 0]:.6f} {A2[0, 1]:.6f}")
print(f"Model A, row 2 (hartree): {A2[1, 0]:.6f} {A2[1, 1]:.6f}")
print(f"Model eigenvalues (hartree): {e2[0]:.6f} {e2[1]:.6f}")
f2 = fermi(e2, 0.0, kT2)
print(f"Model occupations per spin orbital: {f2[0]:.6f} {f2[1]:.6f}")
print(f"Model kernel K11, K12, K22: {K2[0, 0]:.6f} {K2[0, 1]:.6f} {K2[1, 1]:.6f}")
print(f"Model trace of K S = {np.trace(K2 @ S2):.6f}")

# ---- Counterexamples: indefinite S, and a real spectrum without diagonalizability
indefinite = np.linalg.eigvals(np.linalg.solve(np.diag([1.0, -1.0]), np.array([[0.0, 1.0], [1.0, 0.0]])))
assert np.allclose(np.sort(indefinite.imag), [-1, 1])
assert np.allclose(indefinite.real, 0)
print(f"Indefinite S: imaginary parts of eigenvalues = {min(indefinite.imag):.3f}, {max(indefinite.imag):.3f}")
k_jordan = 50
jordan = chebyshev_stack(np.array([[1.0, 1.0], [0.0, 1.0]]), np.eye(2), k_jordan)
assert all(abs(jordan[k, 0, 1] - k**2) < 1e-8 for k in range(k_jordan + 1))
print(f"Jordan block: off-diagonal element of T_{k_jordan} = {jordan[-1, 0, 1]:.1f}")

# ---- Chain of ten hydrogen atoms, RHF/6-31G, Fock matrix held fixed
atoms, spacing, kT = 10, 1.8, 0.05
molecule = gto.M(atom=[["H", (0.0, 0.0, i * spacing)] for i in range(atoms)],
                 basis="6-31g", unit="Bohr", verbose=0)
mean_field = scf.RHF(molecule)
mean_field.conv_tol = 1e-12
mean_field.kernel()
assert mean_field.converged
S = molecule.intor("int1e_ovlp")
F = mean_field.get_fock()
size = len(S)
electrons = molecule.nelectron
A = solve(S, F, assume_a="pos")
S_inverse = np.linalg.inv(S)
s = np.linalg.eigvalsh(S)
condition = s[-1] / s[0]
energies, C = eigh(F, S)
general = np.linalg.eigvals(A)
assert np.abs(general.imag).max() < 1e-9
assert np.allclose(np.sort(general.real), energies, atol=1e-9)
asymmetry = np.abs(A - A.T).max()
assert asymmetry > 1e-2
symmetrized = np.linalg.eigvalsh((A + A.T) / 2)
assert symmetrized[0] < energies[0] - 1e-3 and symmetrized[-1] > energies[-1] + 1e-3
print(f"Chain: {atoms} H atoms, spacing {spacing:.2f} bohr, {size} basis functions")
print(f"RHF total energy = {mean_field.e_tot:.6f} hartree")
print(f"kT = {kT:.3f} hartree = {kT * HARTREE_K:.0f} K")
print(f"Overlap eigenvalues: smallest {s[0]:.6f}, largest {s[-1]:.6f}")
print(f"Condition number of S = {condition:.3f}")
print(f"Largest element of |A - A^T| = {asymmetry:.4f} hartree")
print(f"Largest imaginary part of eigenvalues of A = {np.abs(general.imag).max():.1e} hartree")
print(f"Spectrum of A: {energies[0]:.6f} to {energies[-1]:.6f} hartree")
print(f"Spectrum of (A + A^T)/2: {symmetrized[0]:.6f} to {symmetrized[-1]:.6f} hartree")
occupied = electrons // 2
print(f"Highest filled level = {energies[occupied - 1]:.6f} hartree")
print(f"Lowest empty level = {energies[occupied]:.6f} hartree")

# Safe interval from Gershgorin discs, without eigenvalues
radius = np.abs(A).sum(axis=1) - np.abs(np.diag(A))
lower, upper = (np.diag(A) - radius).min(), (np.diag(A) + radius).max()
assert lower <= energies[0] and upper >= energies[-1]
a, b = (upper - lower) / 2, (upper + lower) / 2
X = (A - b * np.eye(size)) / a
print(f"Gershgorin interval: {lower:.6f} to {upper:.6f} hartree")
print(f"Half-width a = {a:.6f} hartree, centre b = {b:.6f} hartree")

# Recursions, boundedness and Hermiticity
max_order = order_for(coefficient_tails(chebyshev_coefficients(0.0, kT, a, b)), 1e-11)
T = chebyshev_stack(X, np.eye(size), max_order)
G = chebyshev_stack(X, S_inverse, max_order)
largest_norm = np.linalg.norm(T, 2, axis=(1, 2)).max()
assert largest_norm <= np.sqrt(condition) * (1 + 1e-8)
# rounding in A is amplified by the order and by S^-1, hence 1e-7
kernel_asymmetry = np.abs(G - G.transpose(0, 2, 1)).max()
assert kernel_asymmetry < 1e-7
print(f"Highest order stored = {max_order}")
print(f"Largest 2-norm of T_k(X) = {largest_norm:.4f}, bound = {np.sqrt(condition):.4f}")
print(f"Largest asymmetry of any G_k = {kernel_asymmetry:.1e}")

# Chemical potential from the stored traces, checked by diagonalization
traces = np.trace(T, axis1=1, axis2=2)


def excess_from_traces(mu):
    c = chebyshev_coefficients(mu, kT, a, b)[:max_order + 1]
    return 2 * c @ traces - electrons


mu = brentq(excess_from_traces, -1.0, 1.0, xtol=1e-12)
mu_exact = brentq(lambda m: 2 * fermi(energies, m, kT).sum() - electrons, -1.0, 1.0, xtol=1e-12)
assert abs(mu - mu_exact) < 1e-8
print(f"Chemical potential from traces = {mu:.8f} hartree = {mu * HARTREE_EV:.4f} eV")
print(f"Chemical potential from diagonalization = {mu_exact:.8f} hartree")

# Kernel: definition by orbitals against the Chebyshev sum
occupations = fermi(energies, mu, kT)
K_exact = (C * occupations) @ C.T
c = chebyshev_coefficients(mu, kT, a, b)
tails = coefficient_tails(c)
assert tails[len(c) // 2] < 1e-11
for target in (1e-2, 1e-4, 1e-6, 1e-8):
    n = order_for(tails, target)
    assert n <= max_order
    K_n = np.tensordot(c[:n + 1], G[:n + 1], axes=1)
    error = np.linalg.norm(K_n - K_exact, 2)
    bound = tails[n] / s[0]
    assert error <= bound
    print(f"Tail target {target:.0e}: order {n}, kernel error {error:.2e}, bound {bound:.2e}")

K = np.tensordot(c[:max_order + 1], G, axes=1)
band = 2 * np.trace(K @ F)
band_exact = 2 * occupations @ energies
assert abs(band - band_exact) < 1e-8
assert abs(2 * np.trace(K @ S) - electrons) < 1e-8
wrong_number = 2 * np.trace(np.tensordot(c[:max_order + 1], T, axes=1) @ S)
assert abs(wrong_number - electrons) > 0.1
print(f"Occupation of highest filled level = {occupations[occupied - 1]:.6f}")
print(f"Occupation of lowest empty level = {occupations[occupied]:.6f}")
print(f"Electron number 2 Tr(K S) = {2 * np.trace(K @ S):.8f}")
print(f"Electron number if f(A) is taken as kernel = {wrong_number:.6f}")
print(f"Band energy, Chebyshev = {band:.8f} hartree = {band * HARTREE_EV:.4f} eV")
print(f"Band energy, diagonalization = {band_exact:.8f} hartree")

# Exact spectral interval: fewer terms for the same coefficient tail
a_t, b_t = (energies[-1] - energies[0]) / 2, (energies[-1] + energies[0]) / 2
c_t = chebyshev_coefficients(mu, kT, a_t, b_t)
tails_t = coefficient_tails(c_t)
n_t = order_for(tails_t, 1e-8)
G_t = chebyshev_stack((A - b_t * np.eye(size)) / a_t, S_inverse, n_t)
error_t = np.linalg.norm(np.tensordot(c_t[:n_t + 1], G_t, axes=1) - K_exact, 2)
assert error_t <= tails_t[n_t] / s[0]
assert n_t < order_for(tails, 1e-8)
print(f"Exact interval: half-width {a_t:.6f} hartree")
print(f"Exact interval, tail target 1e-08: order {n_t}, kernel error {error_t:.2e}")

# Interval that misses the highest eigenvalue: exponential growth
k_bad = 100
a_bad = 0.98 * a_t
b_bad = energies[0] + a_bad
x_top = (energies[-1] - b_bad) / a_bad
T_bad = chebyshev_stack((A - b_bad * np.eye(size)) / a_bad, np.eye(size), k_bad)[-1]
norm_bad = np.linalg.norm(T_bad, 2)
growth = np.cosh(k_bad * np.arccosh(x_top))
assert growth * (1 - 1e-6) <= norm_bad <= growth * np.sqrt(condition) * (1 + 1e-6)
print(f"Interval 2 percent too short: highest scaled eigenvalue = {x_top:.6f}")
print(f"Interval 2 percent too short: cosh law {growth:.3e}, 2-norm of T_{k_bad} {norm_bad:.3e}")

print("no test failed")
```

It prints:

```
Complex test: largest error of density operator = 2.0e-16
Model kT = 0.50 hartree, mu = 0 hartree
Model A, row 1 (hartree): -0.666667 -1.333333
Model A, row 2 (hartree): -0.666667 0.666667
Model eigenvalues (hartree): -1.154701 1.154701
Model occupations per spin orbital: 0.909653 0.090347
Model kernel K11, K12, K22: 0.666667 0.139693 0.193641
Model trace of K S = 1.000000
Indefinite S: imaginary parts of eigenvalues = -1.000, 1.000
Jordan block: off-diagonal element of T_50 = 2500.0
Chain: 10 H atoms, spacing 1.80 bohr, 20 basis functions
RHF total energy = -5.371821 hartree
kT = 0.050 hartree = 15789 K
Overlap eigenvalues: smallest 0.001422, largest 4.306330
Condition number of S = 3029.272
Largest element of |A - A^T| = 2.5957 hartree
Largest imaginary part of eigenvalues of A = 0.0e+00 hartree
Spectrum of A: -0.756630 to 1.914317 hartree
Spectrum of (A + A^T)/2: -3.022883 to 5.741844 hartree
Highest filled level = -0.330673 hartree
Lowest empty level = 0.046760 hartree
Gershgorin interval: -12.197788 to 13.358972 hartree
Half-width a = 12.778380 hartree, centre b = 0.580592 hartree
Highest order stored = 2042
Largest 2-norm of T_k(X) = 16.3528, bound = 55.0388
Largest asymmetry of any G_k = 2.0e-12
Chemical potential from traces = -0.14151449 hartree = -3.8508 eV
Chemical potential from diagonalization = -0.14151449 hartree
Tail target 1e-02: order 356, kernel error 2.70e-01, bound 7.00e+00
Tail target 1e-04: order 731, kernel error 1.96e-03, bound 7.02e-02
Tail target 1e-06: order 1105, kernel error 4.87e-06, bound 6.92e-04
Tail target 1e-08: order 1480, kernel error 3.12e-07, bound 6.94e-06
Occupation of highest filled level = 0.977756
Occupation of lowest empty level = 0.022632
Electron number 2 Tr(K S) = 10.00000000
Electron number if f(A) is taken as kernel = 28.290988
Band energy, Chebyshev = -5.73706687 hartree = -156.1135 eV
Band energy, diagonalization = -5.73706687 hartree
Exact interval: half-width 1.335473 hartree
Exact interval, tail target 1e-08: order 132, kernel error 3.77e-07
Interval 2 percent too short: highest scaled eigenvalue = 1.040816
Interval 2 percent too short: cosh law 1.163e+12, 2-norm of T_100 9.270e+12
no test failed
```
